# Fractional p-shell occupations and exact exchange: a referee's comment

**The argument under review**

The manuscript needs a spherical reference state for an atom with one p electron outside closed shells. Instead of placing the electron in one p orbital, it places one third of an electron in each of the three, all with the same spin, and evaluates the Hartree–Fock energy with these occupations. The choice is defended in three steps:

1. The three p orbitals are degenerate, so distributing the electron among them costs no energy.
2. Exact exchange removes self-interaction orbital by orbital, since the Coulomb and exchange integrals of an orbital with itself are equal. This holds for any occupation.
3. The averaged atom is therefore as free of self-interaction as the original one, and its energy may serve as the atomic reference.

The second statement is correct as far as it goes. The first is true of three separate determinants, but the manuscript applies it to something else. The conclusion has to be tested by writing out the energy.

**The energy as a function of the occupations**

I use atomic units, a nonrelativistic Hamiltonian and real orbitals. Let $\gamma_\sigma$ be the density matrix of spin $\sigma$ and $\rho$ the total density. The expression used in the manuscript is

$$E[\gamma]=\sum_\sigma \mathrm{Tr}(h\gamma_\sigma)+\frac12\iint\frac{\rho(1)\rho(2)}{r_{12}}-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(1,2)|^2}{r_{12}} .$$

For a single determinant this is the expectation value of the Hamiltonian. For fractional occupations it is an extension of that formula, and its meaning has to be examined.

Let the open shell have orbitals $\phi_i=R(r)\sqrt{3/4\pi}\,n_i$, where $n_i$ is a component of the unit vector $\mathbf r/r$ and $i=1,2,3$. They share one radial function $R$. Their spin-up occupations are $f_i$, with integer sum $N$; the spin-down p orbitals are empty. Everything else is a set of closed, spherical shells. The one-electron operator plus the Coulomb and exchange operators of these shells is invariant under rotations, so its expectation value $h_p$ is the same for all three p orbitals. Hence

$$E=E_{\rm core}+Nh_p+\frac12\sum_{ij}f_if_j(J_{ij}-K_{ij}),$$

with $J_{ij}=(ii|jj)$, $K_{ij}=(ij|ij)$ and

$$(ij|kl)=\iint\frac{\phi_i(1)\phi_j(1)\,\phi_k(2)\phi_l(2)}{r_{12}} .$$

The diagonal terms vanish because $J_{ii}=K_{ii}$. This is the manuscript's second statement. The terms with $i\neq j$ remain, and for them we need the integrals.

**The integrals of a p shell**

Expand $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\mathbf n\cdot\mathbf n')$ and define

$$F_k=\iint R^2(r)R^2(r')\frac{r_<^k}{r_>^{k+1}}\,r^2r'^2\,dr\,dr' .$$

The product of two p orbitals contains $n_in_j=\delta_{ij}/3+Q_{ij}$, where $Q_{ij}=n_in_j-\delta_{ij}/3$ is a pure $l=2$ function. So $k=0$ and $k=2$ alone contribute.

For $k=0$ the angular integrals give $(4\pi/3)^2\delta_{ij}\delta_{kl}$. The normalization factor $(3/4\pi)^2$ cancels the number, leaving $\delta_{ij}\delta_{kl}F_0$.

For $k=2$, integrating $P_2(\mathbf n\cdot\mathbf n')$ against an $l=2$ function of $\mathbf n'$ returns that function of $\mathbf n$ times $4\pi/5$. What remains is $\int Q_{ij}Q_{kl}\,d\Omega$. By isotropy,

$$\int n_in_jn_kn_l\,d\Omega=\frac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

The prefactor follows by setting $i=j$, $k=l$ and summing: the left side is $4\pi$ and the bracket is $9+3+3=15$. Subtracting the trace part, $(4\pi/9)\delta_{ij}\delta_{kl}$, gives

$$\int Q_{ij}Q_{kl}\,d\Omega=\frac{4\pi}{15}\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).$$

The numerical factor is $(3/4\pi)^2(4\pi/5)(4\pi/15)=3/25$, so

$$(ij|kl)=\delta_{ij}\delta_{kl}F_0+\frac{3F_2}{25}\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).$$

Reading off the cases, with $i\ne j$ in the last two,

$$J_{ii}=K_{ii}=F_0+\tfrac{4}{25}F_2,\qquad J_{ij}=F_0-\tfrac{2}{25}F_2,\qquad K_{ij}=\tfrac{3}{25}F_2 .$$

Every pair of different p orbitals with parallel spins therefore has the same net repulsion,

$$A\equiv J_{ij}-K_{ij}=F_0-\tfrac15F_2 .$$

Since $r_<^2/r_>^3\le 1/r_>$, we have $F_2\le F_0$, and so $A\ge\tfrac45F_0>0$.

**What the averaging costs**

The pair energy is $\frac A2\sum_{i\ne j}f_if_j=\frac A2\left(N^2-\sum_if_i^2\right)$. For integer occupations $f_i^2=f_i$, and it becomes $\frac A2(N^2-N)$. The difference, at fixed orbitals, is

$$\Delta E=\frac A2\Big(N-\sum_if_i^2\Big)=\frac A2\sum_if_i(1-f_i).$$

Each term is positive unless $f_i$ is 0 or 1. The sum measures how far the density matrix is from being idempotent, that is, from describing a determinant. For even spreading, $f_i=N/3$,

$$\Delta E=\frac A2\cdot3\cdot\frac N3\Big(1-\frac N3\Big)=\frac{N(3-N)}{6}A .$$

It vanishes for the empty and the full spin shell, where nothing has been averaged, and equals $A/3$ for both $N=1$ and $N=2$.

The case $N=1$ shows where the manuscript's second step stops short. A single p electron has no other p electron to repel it. Yet the formula contains $f_if_jA$ for each pair of orbitals, as if the third of an electron in one orbital were a different particle from the third in another. Self-interaction has been cancelled within each orbital, but not for the electron as a whole.

It helps to separate the two interactions. For the integer state the p shell's own Hartree energy is $\frac12J_{11}=\frac12F_0+\frac{2}{25}F_2$. After averaging it is

$$\frac12\cdot\frac19\,(3J_{ii}+6J_{ij})=\frac12\cdot\frac19\left(9F_0+\tfrac{12-12}{25}F_2\right)=\frac12F_0 .$$

The exchange energy starts at $-\frac12F_0-\frac{2}{25}F_2$ and becomes

$$-\frac12\cdot\frac19\,(3K_{ii}+6K_{ij})=-\frac1{18}\left(3F_0+\tfrac{12+18}{25}F_2\right)=-\frac{F_0}{6}-\frac{F_2}{15}.$$

The changes are thus

$$\Delta E_{\rm H}=-\frac{2}{25}F_2,\qquad \Delta E_{\rm x}=\frac{F_0}{3}+\frac{F_2}{75},$$

and their sum is $F_0/3-F_2/15=A/3$, as it must be. Rounding the density lowers the Hartree energy slightly, through the quadrupole term. Exchange loses two thirds of its $F_0$ part, because it depends on the density matrix and not on the density alone.

**Why degeneracy does not help**

The three determinants with the electron in $\phi_1$, $\phi_2$ or $\phi_3$ do have equal energies. A statistical ensemble of them, with weights $w_k=1/3$, has the energy $\sum_kw_kE[\gamma_k]$, which equals the energy of each member. Its density is spherical and its density matrix is the manuscript's averaged one. There is no excess. The manuscript instead evaluates $E[\sum_kw_k\gamma_k]$. For a quadratic functional the two are in general not equal, and here they differ by $A/3$. The spherical density is not at fault; the fault lies in inserting an averaged density matrix into a formula derived for one determinant.

Equal orbital energies in the averaged state can also mislead. Follow the path $f=\left(\frac{1+2t}{3},\frac{1-t}{3},\frac{1-t}{3}\right)$ from the even distribution at $t=0$ to the integer one at $t=1$. Then

$$\sum_if_i^2=\frac{(1+2t)^2+2(1-t)^2}{9}=\frac{1+2t^2}{3},\qquad \Delta E=\frac A3(1-t^2).$$

There is no linear term, so the even distribution is stationary. It is nevertheless the maximum: at fixed $\sum_i f_i=1$, the sum of squares is smallest when the occupations are equal. A self-consistent calculation stays there because the occupations are imposed.

**Numbers for aluminium**

The free Al atom, with configuration 3p¹, is a suitable test. I take all electrons, the aug-cc-pVTZ basis and, at first, the frozen orbitals of closed-shell Al⁺, which are common to both spins. The 3p function gives $F_0=0.25607$ and $F_2=0.12777$ hartree, so

$$A=0.25607-\frac{0.12777}{5}=0.2305\ \text{hartree},\qquad \frac A3=0.0768\ \text{hartree}=2.09\ \text{eV}.$$

The total energies, computed from the full density matrices without the Slater integrals, are $-241.86828$ hartree for the integer state and $-241.79144$ hartree for the averaged one. They differ by the same 0.0768 hartree. The Hartree part changes by $-0.0102$ and exchange by $+0.0871$ hartree.

An uneven distribution is cheaper but not free. For occupations 0.6, 0.3 and 0.1, $\sum_if_i(1-f_i)=0.24+0.21+0.09=0.54$, and the excess is $0.27A=0.0622$ hartree, again as computed directly. The numerical check covers these comparisons. The last digits depend on the basis: in aug-cc-pVQZ, $F_0=0.2569$, $F_2=0.1283$, $A=0.2312$ and $A/3=0.0771$ hartree (2.10 eV), and the frozen 3p levels given below move by 0.0002 to 0.0003 hartree.

If the electron is also spread over both spins, with 1/6 in each of six spin orbitals, the result is worse. The density, and with it the Hartree energy $\frac12F_0$, is that of the previous average. Exchange now acts within two spin channels, each with occupations 1/6:

$$E_{\rm x}=-2\cdot\frac12\cdot\frac1{36}\left(3F_0+\tfrac{30}{25}F_2\right)=-\frac{F_0}{12}-\frac{F_2}{30}.$$

The integer p electron has zero net self-energy, so the excess is $\frac{5}{12}F_0-\frac{1}{30}F_2$, or 0.1024 hartree here. A spherical atom made by putting 1/6 of an electron in each spin orbital is thus not a safer reference. Spin restriction itself is not the cause: the restricted open-shell determinant with integer occupations lies only 0.004 hartree above the unrestricted one.

**Orbital energies and ionization**

The error also enters the spectrum. At fixed orbitals the energy of a p level is

$$\varepsilon_i=\frac{\partial E}{\partial f_i}=h_p+A\sum_{j\ne i}f_j=h_p+A(N-f_i).$$

For $N=1$ the occupied integer level lies at $h_p$, and the averaged levels lie at $h_p+\frac23A$. With the frozen orbitals these are $-0.1948$ and $-0.0412$ hartree: the shift of 0.1537 hartree removes most of the binding.

The total energy moves by half as much. If a charge $q$ is spread evenly, $f_i=q/3$, the energy relative to Al⁺ is

$$E(q)-E(0)=qh_p+\frac A2\left(q^2-\frac{q^2}{3}\right)=qh_p+\frac A3q^2 .$$

At $q=1$ the slope contains $\frac23A$ but the energy only $\frac13A$. In the averaged atom, minus the orbital energy is therefore smaller than the frozen-orbital ionization energy by $A/3$. In the integer atom the two agree at this level.

**Does orbital relaxation repair the error?**

The manuscript might reply that the averaged state should be judged with its own optimized orbitals. A general argument shows that this cannot reverse the ordering.

Take any set of orbitals with a finite number of fractional occupations and an integer number of electrons in each spin channel. A channel with one fractional occupation must then contain a second. Move charge $\delta$ from orbital $j$ to orbital $i$ of the same spin. Since the diagonal pair terms vanish,

$$E(\delta)=E(0)+\delta(\varepsilon_i-\varepsilon_j)-\delta^2(J_{ij}-K_{ij}).$$

The quadratic term comes from the product $(f_i+\delta)(f_j-\delta)$. Its coefficient has a definite sign, because

$$J_{ij}-K_{ij}=\frac12\iint\frac{|\phi_i(1)\phi_j(2)-\phi_j(1)\phi_i(2)|^2}{r_{12}}>0 .$$

Choose the sign of $\delta$ that makes the linear term negative or zero. The energy then falls until one of the two occupations reaches 0 or 1. Repeating the move removes every fractional occupation. Some determinant built from the same orbitals thus lies below the fractional state, and the lowest determinant lies at least as low. The comparison must be with the lowest integer solution; an excited determinant can lie above an averaged state.

For the p shell the gap between the relaxed states can also be bounded. Let $A'$ be the value of $A$ for the relaxed fractional orbitals. Refilling one of these p orbitals with a whole electron lowers the energy by $A'/3$, and the lowest integer state is no higher than the result. In the other direction, the optimized fractional state is no higher than the frozen one, which lies $A/3$ above the frozen integer state. With $E_{\rm rel}$ the energy gained by relaxing the integer state,

$$\frac{A'}3\le E_{\rm frac}-E_{\rm int}\le\frac A3+E_{\rm rel}.$$

For Al, $A'=0.1996$ and $E_{\rm rel}=0.0109$ hartree, so the bounds are 0.0665 and 0.0877 hartree. The self-consistent unrestricted energies are $-241.80206$ and $-241.87917$ hartree. Their gap is 0.0771 hartree, or 2.10 eV, which lies between the bounds.

The fractional 3p orbital does respond: its mean radius is 4.175 bohr, against 3.549 bohr for the frozen orbital (4.159 and 3.538 bohr in aug-cc-pVQZ), and its $A$ is smaller. The gap still hardly changes, because the two states gain nearly equal amounts on relaxation, 0.0106 hartree for the fractional and 0.0109 hartree for the integer one. I see no general reason for this near equality.

The consequence for the manuscript's reference energy is direct. Al⁺ has a closed shell and is untouched by the averaging. The ionization energy as a difference of total energies is 5.60 eV from the integer atom and 3.50 eV from the averaged atom. In aug-cc-pVQZ the total energies fall by about 0.001 hartree, the gap becomes 0.0773 hartree (still 2.10 eV), $A'$ becomes 0.2000, the relaxation energies become 0.0107 and 0.0110 hartree, and the ionization energies become 5.61 and 3.50 eV. Both ionization energies are Hartree–Fock values in a finite basis, without correlation or relativity; what matters here is their difference, since it comes from the occupations alone.

**Hybrid functionals**

The manuscript also proposes the averaged atom as a reference for hybrids. Consider a global hybrid that replaces a fraction $a$ of semilocal exchange by exact exchange and keeps the semilocal correlation. At fixed density matrices, averaging changes its energy by

$$\Delta E_a=\Delta E_{\rm sl}+a\left(\Delta E_{\rm x}-\Delta E_{\rm x,sl}\right),$$

where "sl" denotes the parent semilocal functional. Such a functional, in the LDA or PBE form, sees only the spin densities and their gradients. It registers the change of shape, but not the loss of idempotency.

On the frozen Al densities, measured from the determinant with a real p orbital, the total energy rises by 0.0010 hartree in LDA and by 0.0033 hartree in PBE. These semilocal changes depend on which degenerate determinant is the reference: from the complex $p_{\pm1}$ determinant, which has the same frozen Hartree–Fock energy, they are 0.0005 and 0.0012 hartree. The real orbital is used below; in aug-cc-pVQZ the semilocal numbers move by up to 0.0001 hartree. PBE exchange alone rises by 0.0140 hartree, most of which is offset by the fall in the Hartree energy. For PBE0, with $a=1/4$,

$$\Delta E=0.0033+\tfrac14(0.0871-0.0140)=0.0216\ \text{hartree}=0.59\ \text{eV}.$$

For this atom, then, a practice that costs little in a semilocal calculation does not carry over to a hybrid. On these frozen densities, a difference between PBE and PBE0 energies of the averaged atom contains an artefact of $0.0216-0.0033\approx0.018$ hartree that comes from the averaging. Self-consistent PBE and PBE0 atoms were not computed, so this number is an estimate at fixed orbitals.

**What should be changed**

The atomic reference should be recomputed with integer occupations, allowing the density to be nonspherical. If a spherical density is needed, the energy should be the weighted mean of the determinant energies. For parallel spins in a p shell this means using the pair energy $\frac12N(N-1)A$ in place of $\frac12\left(N^2-\sum_if_i^2\right)A$.

The closed formula should not be copied to other cases without a new derivation. It relies on every pair of p orbitals having the same $J_{ij}-K_{ij}$ and on one spin channel being open. In a d shell the pairs are not all equivalent, and the sum over pairs must be kept. With both spin channels partly filled, the Coulomb repulsion between the two open shells also depends on which orbitals are occupied. The ordering relative to the lowest integer solution does not need these restrictions, but the size of the error does.

## Computed results

```
Al atom, aug-cc-pVTZ, nonrelativistic, all electrons
-- frozen Al+ orbitals --
F0 of 3p: 0.25607 hartree
F2 of 3p: 0.12777 hartree
A = F0 - F2/5: 0.23051 hartree
mean 3p radius: 3.549 bohr
J same orbital: 0.27651 hartree
J different orbitals: 0.24584 hartree
K different orbitals: 0.01533 hartree
energy, integer: -241.86828 hartree
energy, 1/3 each: -241.79144 hartree
excess, N=0 evenly spread: 0.00000 hartree
excess, N=1 evenly spread: 0.07684 hartree
excess, N=2 evenly spread: 0.07684 hartree
excess, N=3 evenly spread: 0.00000 hartree
N=1 excess: 2.091 eV
N=1 Hartree change: -0.01022 hartree
N=1 exact-exchange change: 0.08706 hartree
excess, occupations 0.6 0.3 0.1: 0.06224 hartree
ensemble-mean excess: 2.8e-14 hartree (magnitude)
excess, 1/6 in each of six spin orbitals: 0.10243 hartree
3p level, integer, occupied: -0.19482 hartree
3p level, 1/3 each: -0.04115 hartree
-- self-consistent unrestricted Hartree-Fock --
energy of Al+: -241.67345 hartree
energy, integer: -241.87917 hartree
energy, 1/3 each: -241.80206 hartree
gap fractional - integer: 0.07712 hartree
gap fractional - integer: 2.098 eV
lower bound on gap: 0.06652 hartree
upper bound on gap: 0.08773 hartree
integer relaxation energy: 0.01090 hartree
A with relaxed fractional 3p: 0.19957 hartree
mean radius, relaxed fractional 3p: 4.175 bohr
3p level, integer, occupied: -0.21791 hartree
3p level, 1/3 each: -0.06736 hartree
ionization energy, integer: 5.598 eV
ionization energy, 1/3 each: 3.499 eV
-- change on even spreading, frozen densities --
LDA total energy change: 0.00096 hartree
PBE total energy change: 0.00330 hartree
PBE0 total energy change: 0.02156 hartree
PBE exchange-only change: 0.01400 hartree
```
